# Why a 216-Atom Silicon Cell Cannot Hold an Isolated Shallow Donor

A calculation that puts one shallow donor in a 216-atom silicon cell, adds its electron and reads off a binding energy returns a number that does not belong to an isolated donor. The electron is spread through the whole crystal of periodic images. In a model with only the screened Coulomb attraction, its level at the bottom of the donor band changes little when the cell is moderately enlarged, and so looks converged, while the bound state is still absent. Corrections designed for a localized charge then make the answer worse. The fault can be seen beforehand by comparing two lengths: the width of the cell and the effective Bohr radius of the donor.

## The two lengths

A conventional cubic cell of silicon has eight atoms. Since $216=8\times3^3$, the supercell is a cube with three conventional cells along each edge. With the rough lattice constant $a=5.4$ Å, its width is

$$L=3a=16.2\ \text{Å}.$$

One donor per cell is a concentration $1/L^3=2.35\times10^{20}$ cm$^{-3}$. The periodic calculation describes an ordered crystal doped at this level.

The donor's size follows from effective-mass theory. The extra electron sits near a conduction-band valley, and its wave function is a rapidly varying Bloch function times a smooth envelope $\psi$. The envelope feels the attraction of the donor core, reduced by the dielectric constant $\varepsilon$. I assume parabolic valleys, static screening at all distances, no coupling between valleys and no extra short-range potential at the donor. Rough silicon parameters are $\varepsilon=12$, a transverse mass $m_t=0.19$ and a longitudinal mass $m_l=0.92$, both in electron masses.

Take first a spherical trial envelope, $\psi\propto e^{-r/A}$. Its gradient satisfies $|\nabla\psi|^2=\psi^2/A^2$, and by symmetry each Cartesian direction contributes one third. Two directions carry the mass $m_t$ and one carries $m_l$, so the kinetic energy contains the average inverse mass

$$\frac1{m^*}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad m^*=0.258 .$$

With lengths in Bohr radii $a_0$ and energies in rydbergs, $\hbar^2/2m_e$ becomes 1 and the Coulomb factor becomes 2. Since $\langle1/r\rangle=1/A$ for this envelope,

$$E(A)=\frac1{m^*A^2}-\frac2{\varepsilon A}.$$

Setting $dE/dA=-2/(m^*A^3)+2/(\varepsilon A^2)=0$ gives $A=\varepsilon/m^*$. Substituting this back gives $E=m^*/\varepsilon^2-2m^*/\varepsilon^2=-m^*/\varepsilon^2$. The effective Bohr radius and effective rydberg are therefore

$$a^*=\frac{\varepsilon}{m^*}a_0=\frac{12}{0.258}a_0=24.6\ \text{Å},\qquad
\mathrm{Ry}^*=\frac{m^*}{\varepsilon^2}\,\mathrm{Ry}=24.4\ \text{meV}.$$

The ratio that matters below is

$$\lambda=\frac{L}{a^*}=\frac{16.2}{24.6}=0.659 .$$

The full width of the cell is smaller than the radius of the donor. The mismatch is larger still if like is compared with like: from the donor to the nearest cell face is only $L/2=8.1$ Å, whereas the mean distance of the electron from the donor is $\tfrac32a^*=36.9$ Å.

## How much of the donor fits

The normalized spherical density is $e^{-2r/a^*}/(\pi a^{*3})$. With $t=r/a^*$, the charge within a radius $R=xa^*$ is

$$P(x)=4\int_0^x t^2e^{-2t}\,dt
=\Big[-(1+2t+2t^2)e^{-2t}\Big]_0^x
=1-(1+2x+2x^2)e^{-2x}.$$

Differentiating the bracket confirms the integral: the terms in $t^0$ and $t^1$ cancel and $4t^2e^{-2t}$ remains. For the sphere that just fits inside the cell, $x=\lambda/2\approx0.33$ and $P=2.9\%$. Integration over the whole cube, corners included, gives $4.9\%$. About 95% of the isolated donor's electron would lie outside the cell.

Silicon's valleys are not spherical, so the estimate needs a check. For a valley along $z$, use

$$\psi\propto\exp\left[-\sqrt{\rho^2/A^2+z^2/B^2}\right],$$

where $\rho$ is the distance from the $z$ axis. Scaling the coordinates, $x=AX$, $y=AY$, $z=BZ$, turns this into $e^{-S}$ with $S^2=X^2+Y^2+Z^2$. Each scaled direction again gives one third of the squared gradient. In the potential energy,

$$r=S\sqrt{A^2(1-u^2)+B^2u^2},\qquad u=Z/S,$$

and $\langle1/S\rangle=1$. The remaining average over direction is

$$\int_0^1\frac{du}{\sqrt{A^2-(A^2-B^2)u^2}}
=\frac{\arcsin\sqrt{1-B^2/A^2}}{\sqrt{A^2-B^2}}\qquad(B<A).$$

In the same units as before, the energy is

$$E(A,B)=\frac2{3m_tA^2}+\frac1{3m_lB^2}
-\frac2\varepsilon\,\frac{\arcsin\sqrt{1-B^2/A^2}}{\sqrt{A^2-B^2}} .$$

Its minimum lies at $A=25.0$ Å and $B=14.3$ Å, with a binding energy of 28.1 meV. Because the calculation is variational, the model's true binding is at least this large.

The longitudinal radius is slightly smaller than $L$, so the simple statement "radius exceeds width" does not hold in every direction. It is nevertheless larger than the half-width of 8.1 Å, and the transverse radius is three times that half-width. The cube contains $7.1\%$ of this envelope's charge. The other valley orientations give the same fraction, because a rotation that exchanges the cubic axes leaves the cell unchanged. Anisotropy alters the number but not the conclusion.

## What the periodic calculation finds instead

The missing 95% is not cut off at the cell faces. Periodic boundary conditions let the electron pass into neighbouring cells, each with its own donor. To see what state results, solve the spherical model in a periodic array, now with lengths in $a^*$ and energies in $\mathrm{Ry}^*$:

$$H=-\nabla^2-2\phi(\mathbf r),\qquad
\nabla^2\phi=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{\lambda^3}\right].$$

The sum runs over donor sites. The last term is a uniform compensating background, and the average of $\phi$ is set to zero. Energies are thus measured from the band edge in the average potential. Envelope wave vectors are measured from the valley bottom, which need not fold onto the $\Gamma$ point of the supercell.

In plane waves with $\mathbf G=2\pi\mathbf n/\lambda$, Poisson's equation gives $\phi_{\mathbf n}=4\pi/(\lambda^3G^2)=1/(\pi\lambda n^2)$. The kinetic energies and the potential coefficients are therefore

$$K_{\mathbf n}=\frac{4\pi^2n^2}{\lambda^2},\qquad
V_{\mathbf n}=-\frac{2}{\pi\lambda n^2}\quad(\mathbf n\ne0).$$

Confining an electron to a smaller cell costs kinetic energy as $1/\lambda^2$, while the attraction grows only as $1/\lambda$. Their ratio,

$$\frac{|V_{\mathbf n}|}{K_{\mathbf n}}=\frac{\lambda}{2\pi^3n^4},$$

is proportional to $\lambda$. This is the reason why comparing $L$ with $a^*$ is the right test: within this model, the ratio fixes the relative strength of binding and kinetic energy. In a small cell the donor potential is a weak perturbation, even though the same potential binds an electron when it stands alone.

To leading order, the state at the valley bottom is the constant plane wave with an admixture of amplitude $-V_{\mathbf n}/K_{\mathbf n}=\lambda/(2\pi^3n^4)$ of each other wave. The total admixed weight is

$$w=\left(\frac{\lambda}{2\pi^3}\right)^2\sum_{\mathbf n\ne0}\frac1{n^8}
=\left(\frac{0.659}{62.0}\right)^2\times6.95=0.078\%.$$

Diagonalization gives $0.089\%$. In this spherical model the envelope is a single plane wave to within a tenth of a percent in weight. Its density is less uniform than this suggests, since the density changes in proportion to the admixed amplitude and the weight in proportion to its square. At the cell corner, the point farthest from all donors, the density is still $92\%$ of the mean. For an isolated donor in a wide cell it would be close to zero. These figures, and the level found next, belong to the spherical parabolic model and are not predictions for silicon. The nearest admixed waves have kinetic energy $4\pi^2/\lambda^2=91\,\mathrm{Ry}^*$, about 2.2 eV, far outside the parabolic range. In a real valley the two waves along its axis also carry the mass $m_l$, which raises their amplitude by $m_l/m^*=3.6$ and their combined weight to about $0.3\%$. The admixture is then several times larger, but the state is still dominated by one plane wave.

The first-order energy vanishes because the average potential is zero. The second-order energy is

$$E_0\simeq-\sum_{\mathbf n\ne0}\frac{V_{\mathbf n}^2}{K_{\mathbf n}}
=-\sum_{\mathbf n\ne0}\frac{4}{\pi^2\lambda^2n^4}\,\frac{\lambda^2}{4\pi^2n^2}
=-\frac1{\pi^4}\sum_{\mathbf n\ne0}\frac1{n^6}=-0.086 .$$

The cell width has cancelled. For the 216-atom cell, diagonalization gives $-0.093\,\mathrm{Ry}^*$, or $-2.3$ meV, against $-24.4$ meV for the isolated donor in the same model.

For the pure Coulomb attraction, this cancellation produces a false convergence of the level at the valley bottom. Between $\lambda=0.659$ and $\lambda=2$, the level moves only from $-0.093$ to $-0.110\,\mathrm{Ry}^*$, a change of about 0.4 meV, although the number of atoms grows by a factor of about 28. In this model the level is steady because it is near its small-cell limit, not because the donor has become isolated. The cancellation rests on the $1/r$ form of the potential. A short-range core potential adds a first-order term equal to its volume integral divided by $L^3$, which falls by the same factor of about 28 between these two cells, so the level of a donor with a sizeable core attraction is not steady. In a self-consistent calculation the exchange and correlation potential of the added electron also changes with the cell size, and that shift is not included here either. A level read at the supercell's $\Gamma$ point need not be steady. If the valley does not fold there, the level also contains the kinetic energy of a nonzero envelope wave vector, which changes with the cell.

## The band formed by the images

An isolated level has one energy. In the periodic array it becomes a band, and the spread of that band measures how freely the electron moves between images.

At the corner of the supercell's Brillouin zone, eight plane waves with $\mathbf n=(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)$ have the same kinetic energy, $(4\pi^2/\lambda^2)(3/4)=3\pi^2/\lambda^2$. All the potential elements connecting them are negative, so their equal-sign combination is lowest. Each wave is coupled to three others that differ in one component ($n^2=1$), three that differ in two ($n^2=2$) and one that differs in all three ($n^2=3$). To first order,

$$E_{\rm corner}\simeq\frac{3\pi^2}{\lambda^2}
-\frac2{\pi\lambda}\left(3+\frac32+\frac13\right)
=\frac{3\pi^2}{\lambda^2}-\frac{29}{3\pi\lambda}.$$

For $\lambda=0.659$ this is $63.5\,\mathrm{Ry}^*$. The diagonalized spread between zone centre and corner is $63.4\,\mathrm{Ry}^*$, more than sixty times the binding energy that was sought. That corresponds to about 1.5 eV, well outside the range in which a parabolic valley can be trusted. The figure shows the scale of the failure and is not a prediction of silicon's bands.

A denser mesh of wave vectors does not cure this. It samples the band of the donor array more accurately, but the array remains the same.

## How wide a cell is wide enough

The condition $L>a^*$ is necessary for a useful cell but far from sufficient. Diagonalization at several widths gives:

| $L/a^*$ | level at centre ($\mathrm{Ry}^*$) | spread ($\mathrm{Ry}^*$) | corner density / mean |
|---:|---:|---:|---:|
| 0.659 | −0.093 | 63.4 | 0.92 |
| 2 | −0.110 | 5.74 | 0.74 |
| 4 | −0.151 | 0.96 | 0.44 |
| 6 | −0.227 | 0.21 | 0.16 |
| 8 | −0.34 | 0.042 | 0.022 |
| 10 | −0.45 | 0.007 | 0.002 |

At twice the Bohr radius the spread is still almost six times the binding energy. At four times it is about equal to it. Only beyond that does the band become narrow on the scale of the binding.

The boundary depends on the accuracy wanted. If a spread of $0.1\,\mathrm{Ry}^*$, or 2.4 meV, is accepted, the width must be $6.96\,a^*=171$ Å. Dividing by 5.4 Å and rounding up gives 32 conventional cells per edge, hence

$$N=8\times32^3=262\,144\ \text{atoms}.$$

This is about 1200 times the size of the 216-atom cell. The estimate uses the spherical envelope, a chosen threshold and a single electron in the field of bare donors. It is a guide to the scale of the cell, not a converged size for a particular calculation.

## Why a localized-charge correction does not rescue the small cell

The second column of the table seems to contradict the third: at $L=10a^*$ the band is very narrow, yet the level is at $-0.45$ and not at $-1\,\mathrm{Ry}^*$. The difference comes from the energy reference. Near one donor, the potential of the periodic array is

$$\phi(\mathbf r)=\frac1r-\frac{\alpha}{\lambda}+\frac{2\pi r^2}{3\lambda^3}+\dots,\qquad \alpha=2.8373 .$$

The constant is the potential produced at the donor site by all the other donors and the background. The quadratic term is fixed by the background, since $\nabla^2r^2=6$ makes its Laplacian $4\pi/\lambda^3$. Terms of lower symmetry begin at fourth order in $r$ and are dropped.

The electron's potential energy is $-2\phi$. In the isolated ground state $\langle r^2\rangle=3$, so for a wide cell

$$E\simeq-1+\frac{2\alpha}{\lambda}-\frac{4\pi}{\lambda^3}.$$

At $\lambda=10$ the terms are $-1+0.5675-0.0126=-0.4451$. The mean of the computed centre and corner levels is $-0.443$, within 0.002 of this estimate; the remaining difference comes mainly from the finite plane-wave basis, which converges slowly at the Coulomb cusp. The bound state is present, and removing the known shift recovers its binding energy.

That procedure assumes that the electron is localized well inside the cell. In the 216-atom cell it is not. Subtracting $2\alpha/\lambda=8.6$ from the computed level of $-0.093$ would give about $-8.7\,\mathrm{Ry}^*$, nearly nine times the true binding of the model. Removing the next term as well means adding $4\pi/\lambda^3\approx44$, which moves the result to about $+35\,\mathrm{Ry}^*$. Successive terms grow instead of shrinking, a clear sign that the expansion is being used outside its range.

The ionized donor is a different problem. It has no electron in the wide envelope, so the argument given here does not exclude a small cell for it. Its charge still interacts with its images, and that error needs its own treatment.

## Deeper donors and the limits of the argument

A real donor also has a short-range potential that the model omits. Where this is attractive, it deepens the ground state. Outside the core the potential is still Coulombic. For a binding energy $E_b$ in units of $\mathrm{Ry}^*$, the radial function $u=r\psi$ obeys

$$u''=\left(E_b-\frac2r\right)u .$$

Try $u=r^pe^{-\kappa r}$ at large $r$. Then

$$\frac{u''}{u}=\kappa^2-\frac{2p\kappa}{r}+O(r^{-2}),$$

so $\kappa=\sqrt{E_b}$ and $p=1/\kappa$. In the spherical model the decay length is $\nu a^*$ with $\nu=1/\sqrt{E_b}$. Doubling the binding energy shortens it only to $24.6/\sqrt2=17.4$ Å, still more than the cell width. The tail length equals $L$ when $E_b=1/0.659^2\approx2.3$, or about 56 meV. In a silicon valley the tail length depends on direction, as $1/\sqrt m$ with the mass along that direction. At the doubled binding energy it is about 20 Å across the valley axis but only about 9 Å along it, so there the tail is shorter than the cell width.

This comparison concerns the tail alone. A strong core attraction also draws charge inward, so the enclosed fractions found above do not carry over to a deepened donor. For a defect whose level is deep and whose state is confined to a few bonds, the effective-mass envelope is no longer the right description, and a 216-atom cell has to be judged by direct convergence tests.

The model also omits the interaction between electrons. It therefore cannot decide the magnetic or conducting state of the donor array. What it does establish is that the one-electron state from which such a calculation starts is extended, and not that of an isolated donor.

## What to do in practice

Before starting, estimate $a^*=\varepsilon a_0/m^*$ and compare it with $L$. For a hydrogenic donor, if $L$ is below about $7a^*$, do not read the binding energy from a single neutral supercell. A donor deepened by its core has a shorter tail and reaches the same spread in a somewhat narrower cell, still several $a^*$ wide for a doubled binding energy. In a wider cell, the level still needs its own convergence test. Do not correct it with the shift $2\alpha/\lambda-4\pi/\lambda^3$ found above. That shift belongs to one electron among bare donors in a uniform background, whereas in a wide neutral supercell each image donor carries its own electron, which screens its long-range potential.

If the calculation already exists, two checks expose the problem. Compare the spread of the donor band over the supercell's zone with the expected binding energy, and compare the donor-state density around the point farthest from the donor, averaged over a primitive cell of silicon, with its mean over the supercell. The local average is needed because the full state also contains the Bloch function, whose density varies strongly between neighbouring points. For an isolated donor both ratios should be small. Make the density comparison at the valley bottom. Near the boundary of the envelope's zone, plane waves can cancel at the far point, so the density there may be small even in an extended state. A level that is steady between two small cells is not evidence of isolation.

For the binding energy itself, solve the effective-mass problem, which needs no supercell, and add a short-range potential if the chemical identity of the donor matters. If an atomistic description of the neutral state is required, the bare-donor estimate above points to a method that can treat of the order of $10^5$ atoms in a single cell, and convergence has to be tested for the neutral cell itself. The 216-atom cell can still be used for properties set close to the donor core, such as the displacements of its nearest neighbours, provided that their own convergence with cell size is checked.

The full set of values is in the numerical output.

## Numbers as computed

```
Lattice constant (rough input): 5.4 angstrom
Dielectric constant (rough input): 12
Transverse, longitudinal mass (rough): 0.19, 0.92 m_e
Atoms in cell: 216
Cell width L: 16.2 angstrom
Half width L/2: 8.1 angstrom
Donor concentration: 2.35e+20 cm^-3
Averaged mass m*: 0.258 m_e
Effective Bohr radius a*: 24.6 angstrom
Mean donor radius 1.5 a*: 36.9 angstrom
Effective Rydberg Ry*: 24.4 meV
Ratio L/a*: 0.659
Anisotropic radius A (transverse): 25.0 angstrom
Anisotropic radius B (longitudinal): 14.3 angstrom
Anisotropic variational binding: 28.1 meV
Charge in inscribed sphere: 2.93 percent
Charge in cube, spherical envelope: 4.92 percent
Charge in cube, anisotropic envelope: 7.05 percent
Lattice sum of n^-6: 8.4018
Lattice sum of n^-8: 6.9458
Small-cell limiting energy: -0.0863 Ry*
216-atom periodic energy: -0.0928 Ry*
216-atom periodic energy: -2.26 meV
Weight outside one plane wave: 0.0886 percent
Same weight, perturbation: 0.0784 percent
Zone-corner energy, perturbation: 63.51 Ry*
Cubic Madelung constant: 2.8373
Mean level at L=10 a*, computed: -0.4434 Ry*
Mean level at L=10 a*, formula: -0.4451 Ry*
Columns: L/a*; centre energy (Ry*); centre-to-corner spread (Ry*);
  density at cell corner / mean density (zone-centre state)
   0.659    -0.0928     63.3829    0.91666
   2.000    -0.1099      5.7370    0.73786
   4.000    -0.1512      0.9576    0.44371
   6.000    -0.2266      0.2148    0.15839
   8.000    -0.3379      0.0419    0.02219
  10.000    -0.4469      0.0070    0.00154
Chosen spread threshold: 0.1 Ry*
Width at threshold: 6.96 a*
Width at threshold: 171 angstrom
Conventional cells per edge, rounded up: 32
Atoms in that cell: 262144
Tail length at binding 2 Ry*: 17.4 angstrom
```
